# How a phase-change host shifts a Drude sphere's dipole resonance

**Question**

I am working on an exercise about photonic phase-change memory. A small lossless Drude sphere with unit background permittivity is embedded in a phase-change material. I have to show that raising the host permittivity from 16 to 36 multiplies the dipole resonance frequency by 0.672.

My reasoning was that a resonance frequency should scale as one over the refractive index of the surroundings. The index goes from 4 to 6, so I get $4/6=0.667$. That is close, but it is not the stated number. Is the difference rounding, or have I missed some physics? And would the factor survive in a real particle, with damping and a finite size?

**Answer**

The difference is physical. Your scaling leaves out the sphere's own background permittivity, which does not change when the host switches.

**Setting up the problem**

I use relative permittivities and the time dependence $e^{-i\omega t}$. The sphere has radius $R$ and permittivity

$$\varepsilon_s(\omega)=1-\frac{\omega_p^2}{\omega^2},$$

where the 1 is the unit background and $\omega_p$ is the plasma frequency, held fixed during the switching. The host fills all space outside. Its permittivity $\varepsilon_h$ is real, positive and independent of frequency over the range used.

"Small" means that $R$ is much less than both the reduced wavelength $c/(\sqrt{\varepsilon_h}\,\omega)$ in the host and the penetration depth $c/(\sqrt{|\varepsilon_s|}\,\omega)$ of the field inside the sphere. Then $\mathbf E=-\nabla\phi$, and in each region $\nabla^2\phi=0$. The dipole solution that is finite at the centre and vanishes far away is

$$\phi_{\rm in}=A\,r\cos\theta,\qquad \phi_{\rm out}=\frac{C}{r^2}\cos\theta .$$

There is no applied field in $\phi_{\rm out}$, because a resonance of the lossless sphere is an oscillation that sustains itself.

**Matching at the surface**

Continuity of the potential at $r=R$ gives

$$AR=\frac{C}{R^2}\quad\Rightarrow\quad C=AR^3 .$$

Continuity of the normal displacement, $-\varepsilon\,\partial\phi/\partial r$, gives

$$-\varepsilon_sA=\varepsilon_h\frac{2C}{R^3}=2\varepsilon_hA .$$

For $A\neq0$ this requires

$$\varepsilon_s=-2\varepsilon_h .$$

The factor 2 comes from differentiating $1/r^2$. Now insert the Drude law:

$$1-\frac{\omega_p^2}{\omega_0^2}=-2\varepsilon_h
\quad\Rightarrow\quad
\frac{\omega_p^2}{\omega_0^2}=1+2\varepsilon_h
\quad\Rightarrow\quad
\omega_0=\frac{\omega_p}{\sqrt{1+2\varepsilon_h}} .$$

Dividing the two states cancels $\omega_p$:

$$\frac{\omega_0(36)}{\omega_0(16)}=\sqrt{\frac{1+2\cdot16}{1+2\cdot36}}=\sqrt{\frac{33}{73}}=0.672 .$$

Your $\sqrt{16/36}=0.667$ is the limit $2\varepsilon_h\gg1$, in which the background is dropped. In the opposite limit, $\varepsilon_h\to0$, the formula gives $\omega_0\to\omega_p$, so a scaling as $1/\sqrt{\varepsilon_h}$ cannot hold generally.

**Why the frequency falls**

Let the free electrons produce a uniform polarization $P$. The potential still matches as above, but the displacement condition becomes $-\varepsilon_0A+P=2\varepsilon_h\varepsilon_0A$. The internal field is therefore

$$E=-A=-\frac{P}{\varepsilon_0(1+2\varepsilon_h)} .$$

The lossless Drude equation of motion is $\ddot P=\varepsilon_0\omega_p^2E$, so

$$\ddot P=-\frac{\omega_p^2}{1+2\varepsilon_h}P .$$

This is an oscillator with the same $\omega_0$. The host screens the surface charge and weakens the restoring field. The electrons' inertia is unchanged, so they oscillate more slowly.

**A numerical case**

Take $\hbar\omega_p=2$ eV and $R=40$ nm. Then

$$\hbar\omega_0(16)=\frac{2}{\sqrt{33}}=0.348\ \text{eV},\qquad
\hbar\omega_0(36)=\frac{2}{\sqrt{73}}=0.234\ \text{eV}.$$

The vacuum wavelengths are 3.56 and 5.30 µm. The sphere's permittivity at resonance is $-32$ and then $-72$. These large values matter below.

**What damping does**

Replace $\omega^2$ in the Drude law by $X=\omega^2+i\gamma\omega$. The polarizability is proportional to

$$\frac{\varepsilon_s-\varepsilon_h}{\varepsilon_s+2\varepsilon_h}
=\frac{(1-\varepsilon_h)X-\omega_p^2}{(1+2\varepsilon_h)X-\omega_p^2}.$$

Put $\omega_p^2=(1+2\varepsilon_h)\omega_0^2$, divide top and bottom by $1+2\varepsilon_h$, and separate the constant part:

$$\frac{\varepsilon_s-\varepsilon_h}{\varepsilon_s+2\varepsilon_h}
=\frac{1-\varepsilon_h}{1+2\varepsilon_h}
+\frac{3\varepsilon_h}{1+2\varepsilon_h}\,
\frac{\omega_0^2}{\omega_0^2-\omega^2-i\gamma\omega}.$$

At fixed field amplitude, the absorbed power is proportional to $\omega$ times the imaginary part, hence to

$$\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac1\gamma\left[1+\frac{(\omega_0^2-\omega^2)^2}{\gamma^2\omega^2}\right]^{-1}.$$

The maximum is at $\omega=\omega_0$. Half maximum occurs when $|\omega_0^2-\omega^2|=\gamma\omega$, whose positive solutions are $\sqrt{\omega_0^2+\gamma^2/4}\pm\gamma/2$. The full width is therefore $\gamma$. In this model, with a lossless host, damping leaves the ratio of absorption peaks at 0.672.

A freely ringing sphere is different. The pole $\omega^2+i\gamma\omega=\omega_0^2$ has real part $\sqrt{\omega_0^2-\gamma^2/4}$. With a rough bulk damping of 0.100 eV and a surface-scattering estimate $\hbar v_F/R=0.017$ eV, $\hbar\gamma=0.117$ eV. The ringing energies are 0.343 and 0.227 eV, with ratio 0.660. The width is also close to the 0.114 eV separation of the two resonances, so the absorption lines overlap. By the line shape above, the first state's line is at 15% of its maximum at the second state's peak, and the second state's line is at 27% of its maximum at the first state's peak.

**What finite size does**

In full electrodynamics with non-magnetic materials, the resonance condition depends on $\varepsilon_s/\varepsilon_h$ and on $x=\sqrt{\varepsilon_h}\,\omega R/c$. Write it as $\varepsilon_s=-\rho(x)\varepsilon_h$, with $\rho\to2$ for a small sphere. Then $\omega=\omega_p/\sqrt{1+\rho\varepsilon_h}$.

At the ideal resonances $x$ is 0.282 and 0.285, nearly equal because the higher host index offsets the lower frequency. Without damping, the dipole-scattering maxima lie at 0.334 and 0.224 eV. Each is about 4% below its ideal value, and both correspond to $\rho\approx2.18$. Since $\rho$ is nearly common to the two states, the ratio barely moves, from 0.6724 to 0.6715. With the damping $\hbar\gamma=0.117$ eV included as well, the result depends on what is measured: the dipole absorption peaks lie at 0.332 and 0.222 eV, ratio 0.669, while the dipole scattering peaks lie at 0.349 and 0.253 eV, ratio 0.724.

**Electron pressure**

The local Drude model puts the free charge in an infinitely thin surface layer. Electron pressure spreads it inward. To estimate the effect, use a hydrodynamic electron gas with pressure speed $b=\sqrt{3/5}\,v_F$, a hard wall at $R$, and background $\varepsilon_b$. Without damping,

$$b^2\nabla(\nabla\!\cdot\mathbf P)+\omega^2\mathbf P=-\varepsilon_0\omega_p^2\mathbf E .$$

Define $q=\nabla\!\cdot\mathbf P/\varepsilon_0$. Gauss's law is $\varepsilon_b\nabla\!\cdot\mathbf E=-q$. Taking the divergence of the equation of motion gives

$$\nabla^2q=\kappa^2q,\qquad \kappa^2=\frac{\omega_p^2/\varepsilon_b-\omega^2}{b^2}.$$

Since $\varepsilon_b\nabla^2\phi=q$, the radial part of the internal potential is $\phi=Ar+q/(\kappa^2\varepsilon_b)$. No free current crosses the wall, so $P_r(R)=0$, which gives $\omega_p^2\phi'=b^2q'$ there.

For $\kappa R\gg1$ the charge decays inward with $q'\approx\kappa q$. The neglected relative correction to $q'$, of order $1/(\kappa R)$, alters the final formula only at second order in $1/(\kappa R)$. Normalize $q(R)=1$. Then

$$\phi'(R)=\frac{b^2\kappa}{\omega_p^2},\qquad
A=\frac{b^2\kappa}{\omega_p^2}-\frac{1}{\kappa\varepsilon_b},\qquad
\phi(R)=AR+\frac{1}{\kappa^2\varepsilon_b}.$$

Matching to the host requires $\varepsilon_b\phi'(R)R+2\varepsilon_h\phi(R)=0$. Multiply this by $\kappa\varepsilon_b/R$ and use $\varepsilon_bb^2\kappa^2/\omega_p^2=1-\varepsilon_b\omega^2/\omega_p^2$:

$$(\varepsilon_b+2\varepsilon_h)\left(1-\frac{\varepsilon_b\omega^2}{\omega_p^2}\right)-2\varepsilon_h+\frac{2\varepsilon_h}{\kappa R}=0 .$$

The two terms $\pm2\varepsilon_h$ cancel, leaving

$$\omega^2\approx\frac{\omega_p^2}{\varepsilon_b+2\varepsilon_h}
\left(1+\frac{2\varepsilon_h}{\varepsilon_b\kappa R}\right).$$

The small ratio $1/(\kappa R)$ is multiplied by the large host permittivity. For an effective mass of $0.35\,m_e$, $\hbar\omega_p=2$ eV implies $1.0\times10^{21}$ carriers per cm³ and $v_F=1.03\times10^6$ m/s, so $b/\omega_p=0.262$ nm. With $\varepsilon_b=1$ and $\omega^2\ll\omega_p^2$, $1/(\kappa R)\approx0.262/40=0.0066$. The correction inside the bracket is about 0.21 for the first state and 0.47 for the second.

Solving the hydrodynamic condition without these approximations gives 0.384 and 0.285 eV, with ratio 0.742. The charge layer is thin compared with the sphere, yet it changes the ratio by about 10% relative to the ideal value.

This is only a rough size. The value $b=\sqrt{3/5}\,v_F$ is meant for $\omega\gg\kappa v_F$, whereas here $\hbar\kappa v_F\approx2.6$ eV is well above $\hbar\omega$. The low-frequency value $b=v_F/\sqrt3$ gives 0.375 and 0.273 eV, with ratio 0.727. The layer is also thinner than the electrons' Fermi wavelength, about 2 nm, so a hydrodynamic model cannot describe it in detail.

**How this compares with a real device**

The sphere is in the rough regime of heavily doped indium tin oxide, though 40 nm is a large radius for such a nanocrystal. The host values are roughly those of amorphous and crystalline Ge-Sb-Te in the mid-infrared. The unit background is far from typical: about 4 is a better rough value for the oxide. Each line below changes the ideal model only as stated:

- Background 4: 0.333 and 0.229 eV, ratio $\sqrt{36/76}=0.688$.
- Background 4 with electron pressure: 0.352 and 0.256 eV, ratio 0.728.
- Host ending at a radius of 120 nm, with air beyond: 0.364 and 0.246 eV, ratio 0.676.
- Free carriers in the crystalline host ($10^{20}$ cm⁻³, mass $0.5\,m_e$, mobility 5 cm²/Vs, all rough): the host permittivity at 0.234 eV becomes $35.0+2.0i$. The ratio of ringing frequencies is 0.682, and the host adds 0.013 eV to the width. The shift applies if the value 36 does not already include these carriers.

These corrections need not add. For absorption peaks and ringing frequencies, electron pressure moves the ratio most among the effects sized here. For scattering peaks, damping shifts it by a comparable amount (0.739 with background 4, damping and finite size). Its size depends on the chosen pressure speed and on the hard-wall assumption, since a real surface lets some electron density extend outward. At fixed material parameters the leading pressure correction to $\omega^2$ scales as $1/R$, while a larger sphere suffers more retardation. For the individual frequencies, changing the radius therefore trades one error for the other.

For the exercise, the answer is $\sqrt{33/73}=0.672$. For an oxide particle like this one, I would trust "about 0.7" and not the third digit. The numerical output below lists the separate cases; its "finite-element" line solves the ideal electrostatic problem from the field energies on a radial grid and gives a ratio of 0.6723.

## Computed values

```
Pairs are for host permittivity 16, then 36
Plasma energy: 2.00 eV; radius: 40 nm
Ideal resonance: 0.3482, 0.2341 eV; ratio 0.6724
Vacuum wavelengths: 3561, 5297 nm
Sphere permittivity at resonance: -32.0, -72.0
Large-permittivity guess for ratio: 0.6667
Finite-element resonance: 0.3481, 0.2341 eV; ratio 0.6723
Size parameter k_host R: 0.282, 0.285
With retardation: 0.3339, 0.2242 eV; ratio 0.6715
Realistic background permittivity: 4.0
With that background: 0.3333, 0.2294 eV; ratio 0.6882
Effective mass: 0.35 m_e
Carrier density in sphere: 1.015e+21 cm^-3
Fermi velocity: 1.028e+06 m/s
Bulk damping: 0.100 eV
Surface damping: 0.0169 eV
Total damping: 0.1169 eV
Damped absorption peaks: 0.3482, 0.2341 eV; ratio 0.6724
Absorption full widths: 0.1169, 0.1169 eV
Separation of ideal resonances: 0.1141 eV
Free ringing with damping: 0.3432, 0.2267 eV; ratio 0.6604
Host carriers: 1.0e+20 cm^-3, mass 0.50 m_e, mobility 5.0 cm2/Vs
Host carrier damping: 0.463 eV
Crystalline host permittivity with carriers: 34.98 + 2.03i
With host carriers: 0.3482, 0.2374 eV; ratio 0.6819
Added full width from host carriers: 0.0132 eV
Finite host outer radius: 120 nm
With finite host in air: 0.3639, 0.2460 eV; ratio 0.6760
Charge depth beta/wp: 0.262 nm
With electron pressure, background 1: 0.3838, 0.2848 eV; ratio 0.7420
With electron pressure, background 4: 0.3518, 0.2562 eV; ratio 0.7284
```
